\section*{Zero- and One-Phonon Shares for a Huang-Rhys Factor of 1.5}

\section*{Problem}

A light-absorbing group (chromophore) in a photoresist has one molecular vibration coupled to an electronic transition. The vibrational quantum is $w$ in both electronic states, but the equilibrium position is displaced in the excited state. The Huang-Rhys factor is $S=1.5$. The molecule starts in its lowest vibrational level, and the electronic transition dipole does not depend on the vibrational coordinate.

\begin{enumerate}
\item Derive the share of the total Franck-Condon strength carried by each band of the progression. Calculate the zero-phonon and one-phonon shares, and find the strongest band.
\item Take the rough values $E_{00}=3.25$ eV for the zero-phonon energy and $w=0.17$ eV. Find the band positions and the mean absorption and emission energies.
\item Estimate how the two shares change when the main assumptions are relaxed, at an exposure temperature of 295 K.
\end{enumerate}

Here a phonon means one quantum of the molecular vibration. Soft motion of the surrounding polymer is treated separately in part 3.

\section*{Solution}

\subsection*{1. The progression}

Let $q$ and $p$ be the dimensionless coordinate and momentum, with $[q,p]=i$. The vibrational Hamiltonians in the ground and excited electronic states are
\begin{align}
H_g&=\frac{w}{2}(p^2+q^2)-\frac{w}{2},\\
H_e&=E_{00}+\frac{w}{2}\left[p^2+(q-d)^2\right]-\frac{w}{2}.
\end{align}
The zero-point energy is subtracted from each, so the lowest levels lie at $0$ and $E_{00}$. The displacement $d$ defines the Huang-Rhys factor,
\begin{equation}
S=\frac{d^2}{2}.
\end{equation}
At the ground-state minimum, $q=0$, the excited potential lies $wd^2/2=Sw$ above its own minimum. Thus $Sw$ is the energy released when the nuclei relax after a vertical transition.

Write $|n\rangle$ for the ground-state levels and $|n'\rangle$ for the excited-state levels. With a constant dipole, the strength of the transition $0\to n'$ is proportional to
\begin{equation}
P_n=|\langle n'|0\rangle|^2 .
\end{equation}
The states $|n'\rangle$ form a complete set, so $\sum_nP_n=\langle0|0\rangle=1$. Each $P_n$ is therefore a share of the whole progression, not a height relative to its strongest band.

The lowering operators of the two wells are
\begin{equation}
a=\frac{q+ip}{\sqrt2},\qquad
a'=\frac{q-d+ip}{\sqrt2}=a-\sqrt S ,
\end{equation}
because $d/\sqrt2=\sqrt S$. The initial state satisfies $a|0\rangle=0$, hence
\begin{equation}
a'|0\rangle=-\sqrt S\,|0\rangle .
\end{equation}
Now project on $\langle n'|$. Since $a'^\dagger|n'\rangle=\sqrt{n+1}\,|(n+1)'\rangle$, its adjoint gives $\langle n'|a'=\sqrt{n+1}\,\langle(n+1)'|$, and
\begin{equation}
\sqrt{n+1}\,\langle(n+1)'|0\rangle=-\sqrt S\,\langle n'|0\rangle .
\label{eq:recur}
\end{equation}
The minus sign disappears on squaring:
\begin{equation}
\frac{P_{n+1}}{P_n}=\frac{S}{n+1}.
\label{eq:ratio}
\end{equation}
Repeated use gives $P_n=P_0S^n/n!$. Normalization then requires
\begin{equation}
1=P_0\sum_{n=0}^{\infty}\frac{S^n}{n!}=P_0e^S,
\end{equation}
so that
\begin{equation}
\boxed{P_n=e^{-S}\frac{S^n}{n!}} .
\end{equation}
For $S=1.5$,
\begin{align}
P_0&=e^{-1.5}=0.2231,\\
P_1&=1.5\,e^{-1.5}=0.3347 .
\end{align}
The zero-phonon band carries about 22 percent of the strength and the one-phonon band about 33 percent. Direct numerical integration of the overlaps of the displaced oscillator functions also gives 22.31 and 33.47 percent.

Equation (\ref{eq:ratio}) gives $P_1/P_0=1.5$ and $P_2/P_1=0.75$. All later ratios are smaller still, so the one-phonon band is the strongest. The two-phonon share is $0.75\times33.47=25.10$ percent, which exceeds the zero-phonon share.

Two limits show what $S$ controls. As $S\to0$ the wells coincide and all the strength goes into $n=0$. For large $S$, the ratio exceeds one while $n+1<S$, so the maximum moves to $n$ near $S$.

The result is also sensitive to $S$. Differentiation gives $dP_0/dS=-P_0$ and $dP_1/dS=e^{-S}(1-S)$. An increase of $S$ by 0.1 therefore lowers $P_0$ by about 2.2 percentage points and $P_1$ by about 1.1, to first order. An $S$ known to one decimal place does not justify more than whole percentages. Further decimals are kept below only to compare calculations made at exactly $S=1.5$.

\subsection*{2. Energies and wavelengths}

The absorption bands lie at $E_n=E_{00}+nw$. With the rough inputs treated as exact, so that the arithmetic can be followed, the first three are
\begin{align}
E_0&=3.25\ \text{eV}\quad(381.5\ \text{nm}),\\
E_1&=3.25+0.17=3.42\ \text{eV}\quad(362.5\ \text{nm}),\\
E_2&=3.25+2(0.17)=3.59\ \text{eV}\quad(345.4\ \text{nm}).
\end{align}
The mean phonon number follows by cancelling one factor of $n$ and setting $m=n-1$:
\begin{equation}
\langle n\rangle=e^{-S}\sum_{n=1}^{\infty}\frac{S^n}{(n-1)!}
=Se^{-S}\sum_{m=0}^{\infty}\frac{S^m}{m!}=S .
\end{equation}
The mean absorption energy, weighted by $P_n$, is
\begin{equation}
E_{00}+Sw=3.25+1.5(0.17)=3.505\ \text{eV}.
\end{equation}

For emission, assume that the excited molecule first relaxes to $|0'\rangle$. Then $a|0'\rangle=(a'+\sqrt S)|0'\rangle=\sqrt S|0'\rangle$. This is the same recursion with the opposite sign, so the shares are again $P_n$. The emitted photon now has energy $E_{00}-nw$, because $n$ quanta remain in the ground electronic state. The mean, again weighted by $P_n$, is $3.25-0.255=2.995$ eV. The mean energy of the emitted photons is somewhat higher, about 3.04 eV, because the emission rate also grows with photon energy (part 3). The two $P_n$-weighted means differ by $2Sw=0.510$ eV, one relaxation energy for each electronic state.

\subsection*{3. What changes the shares}

\paragraph{Photon energy.}
The shares $P_n$ describe squared dipole matrix elements. An absorption cross-section has an additional factor $E$. If the refractive index is constant across the spectrum, the normalized absorption share is
\begin{equation}
A_n=\frac{P_nE_n}{E_{00}+Sw},
\end{equation}
where the denominator is the mean of $E_n$. Hence
\begin{equation}
A_0=22.31\%\times\frac{3.25}{3.505}=20.69\%,
\end{equation}
and likewise $A_1=32.66\%$.

The photon rate in spontaneous emission contains $E^3$: two powers come from the density of photon states and one from the squared field of a single photon. Weighting the bands at $E_{00}-nw$ by this factor and normalizing again gives 28.11 and 35.89 percent. The zero-phonon band gains because it has the highest photon energy in emission. An absorption spectrum must therefore be divided by $E$, and an emission spectrum recorded as photon rate per unit energy by $E^3$, before the band areas are compared with 22 and 33 percent.

\paragraph{A coordinate-dependent dipole.}
Let the dipole be proportional to $1+\eta q$. Since $a|0\rangle=0$, we have $q|0\rangle=a^\dagger|0\rangle/\sqrt2$, and $a^\dagger=a'^\dagger+\sqrt S$. Therefore
\begin{equation}
\langle n'|q|0\rangle=\frac{1}{\sqrt2}
\left[\sqrt n\,\langle(n-1)'|0\rangle+\sqrt S\,\langle n'|0\rangle\right].
\end{equation}
Equation (\ref{eq:recur}), with $n$ replaced by $n-1$, gives $\langle(n-1)'|0\rangle=-\sqrt{n/S}\,\langle n'|0\rangle$. Substitution yields
\begin{equation}
\langle n'|q|0\rangle=\frac{S-n}{\sqrt{2S}}\,\langle n'|0\rangle .
\end{equation}
The total strength is $\langle0|(1+\eta q)^2|0\rangle=1+\eta^2/2$, because $\langle q\rangle=0$ and $\langle q^2\rangle=1/2$. The new share is
\begin{equation}
P_n^{(\eta)}=P_n\,
\frac{\left[1+\eta(S-n)/\sqrt{2S}\right]^2}{1+\eta^2/2}.
\end{equation}
For the chosen value $\eta=0.05$, the shares become 24.26 and 34.40 percent. Reversing the sign of $\eta$ lowers both, since $S-n$ is positive for $n=0$ and $n=1$.

\paragraph{A softer excited state.}
Let the excited-state quantum be $rw$ at the same $d$. The lowest wavefunctions are $\pi^{-1/4}e^{-q^2/2}$ and $(r/\pi)^{1/4}e^{-r(q-d)^2/2}$. Completing the square in the exponent of their product gives
\begin{equation}
-\frac{1+r}{2}\left(q-\frac{rd}{1+r}\right)^2-\frac{rd^2}{2(1+r)} .
\end{equation}
The Gaussian integral contributes $\sqrt{2\pi/(1+r)}$, so the squared overlap is
\begin{equation}
P_0(r)=\frac{2\sqrt r}{1+r}\exp\left(-\frac{rd^2}{1+r}\right).
\end{equation}
With $r=0.95$ and $d^2=3$ this is 23.18 percent. Numerical diagonalization gives 34.75 percent for $n=1$.

\paragraph{Anharmonicity.}
Replace the excited potential by a Morse curve with the same minimum and curvature,
\begin{equation}
V(q)=\frac{w}{2a_M^2}\left[1-e^{-a_M(q-d)}\right]^2,\qquad a_M=0.1 .
\end{equation}
Its anharmonicity is $a_M^2/2=0.005$. Diagonalization gives 19.16 and 27.23 percent, a marked reduction for so small a parameter.

The mean energy explains the direction of the change. The initial probability density is $e^{-q^2}/\sqrt\pi$, for which $\langle e^{-cq}\rangle=e^{c^2/4}$. Hence
\begin{equation}
\frac{\langle V\rangle}{w}=\frac{1-2e^{a_Md+a_M^2/4}+e^{2a_Md+a_M^2}}{2a_M^2}=2.20 .
\end{equation}
Adding the kinetic energy $0.25w$ and subtracting the Morse zero-point energy, $(0.5-0.005/4)w$, puts the mean at $1.95w$ above the zero-phonon line. The harmonic value is $1.5w$. The molecule arrives on the steep side of the Morse well, and strength moves to higher levels. With the opposite sign of $d$ it would arrive on the soft side, and both shares would rise instead. This comparison holds $d$ fixed and keeps the ground state harmonic. In a real bond both curves are anharmonic: with the same Morse shape in both states and the same $d$, the absorption shares are 22.5 and 28.1 percent, so the zero-phonon share is almost unchanged and only the one-phonon share falls markedly. The values of $S$ that follow refer to the case with a harmonic ground state. If the harmonic formula were used to read $S$ from such a spectrum, the answer would depend on the method: the ratio $P_1/P_0$ gives $S=1.42$, whereas $-\ln P_0$ gives $S=1.65$.

\paragraph{Temperature.}
At 295 K, $k_BT=0.02542$ eV, and the mean thermal occupation of the 0.17 eV vibration is
\begin{equation}
\bar n=\frac{1}{e^{w/k_BT}-1}=0.00125 .
\end{equation}
Summing over the populated initial levels changes the shares only to 22.29 and 33.43 percent. This vibration is effectively cold.

\paragraph{Soft polymer motion.}
A matrix mode with quantum $\Omega=5$ meV is not cold: its occupation is $\bar n_m=4.601$. Let its Huang-Rhys factor be $S_m=1$. For independent modes the overlaps factorize, and the matrix factors sum to one by completeness. Each molecular band therefore keeps its area $P_n$ but acquires a width.

To find the width, let $|i\rangle$ be an initial matrix level of energy $\epsilon_i$, and let $\Delta$ be the difference between the excited and ground matrix Hamiltonians. Then $(H_e^m-\epsilon_i)|i\rangle=\Delta|i\rangle$, so the second moment of the line energies is $\langle\Delta^2\rangle$. For displacement $d_m=\sqrt{2S_m}$, $\Delta$ equals $-\Omega d_mq_m$ plus a constant. With $\langle q_m^2\rangle=\bar n_m+1/2$, the standard deviation is
\begin{equation}
\sigma=\Omega\sqrt{S_m(2\bar n_m+1)}
=5\sqrt{10.202}\ \text{meV}=16.0\ \text{meV}.
\end{equation}
This is small compared with the 170 meV band spacing, so the bands remain separate in this model.

The sharp line inside the zero-phonon band behaves very differently. Spread $S_m$ equally over $N$ modes whose quanta are close to $\Omega$ but unequal, so that no combination of gains and losses in different modes cancels exactly. The sharp line then requires every mode to keep its level. (If all the quanta were equal, a gain in one mode and a loss in another would return to the same line, and its weight would stay at the single-mode value of 12 percent.) For a small displacement, a mode in level $m$ moves up with probability $(S_m/N)(m+1)$ and down with probability $(S_m/N)m$, to first order in $1/N$. After thermal averaging, the probability that it stays put is $1-(S_m/N)(2\bar n_m+1)$. For all modes together,
\begin{equation}
\left[1-\frac{S_m(2\bar n_m+1)}{N}\right]^N
\longrightarrow e^{-S_m(2\bar n_m+1)}=e^{-10.202}.
\end{equation}
This is about 0.004 percent of the band, a limit that applies only when $N$ is much larger than $S_m(2\bar n_m+1)\approx10$. The calculated 22 percent is thus the area of the whole band with no molecular quantum excited, not the weight of a sharp line.

\subsection*{Relation to a real resist}

The parameters are illustrative and do not describe a particular compound. They place the origin of the one-phonon band at 362.5 nm, about 23 meV above the photon energy of the 365 nm mercury line used for exposure; the matrix mode of part 3 moves the center of the band a further $S_m\Omega=5$ meV higher. The value of $S$ must be found for each chromophore; $S=1$, for example, would give equal zero- and one-phonon shares of 37 percent.

A real chromophore also breaks the single-vibration assumption. If two modes have nearly equal quanta and factors $S_1$ and $S_2$, their unresolved $n$-phonon band has the share
\begin{equation}
e^{-S_1-S_2}\sum_{j=0}^{n}\frac{S_1^jS_2^{n-j}}{j!(n-j)!}
=e^{-(S_1+S_2)}\frac{(S_1+S_2)^n}{n!},
\end{equation}
by the binomial theorem. The result then survives with $S=S_1+S_2$. If a further mode with factor $S_b$ is cold and its side bands are resolved, the remaining zero-phonon peak is multiplied by $e^{-S_b}$. Nearby electronic states can add absorption under the progression; their effect is not estimated here.

Among the changes sized in part 3 with the chosen parameters, the $E^3$ factor moves the zero-phonon share most, from 22 to 28 percent, but it can be divided out of a measured spectrum. Of the changes to the molecular model, a Morse curve in the excited state alone has the largest effect for these parameter values, lowering the two shares to 19 and 27 percent at fixed displacement. With the same Morse shape in both states the shares are about 23 and 28 percent, so the large drop applies to the one-phonon share only. The numerical output lists the values for the cases with a harmonic ground state.

\section*{Table of computed values}
\begin{verbatim}
Huang-Rhys factor S: 1.5 (dimensionless)
displacement d: 1.7321 (dimensionless)
zero-phonon energy E00: 3.25 eV
vibrational quantum w: 0.17 eV
temperature: 295 K
thermal energy kT: 0.02542 eV
absorption n=0: share 22.31 %, 3.25 eV, 381.5 nm
absorption n=1: share 33.47 %, 3.42 eV, 362.5 nm
absorption n=2: share 25.10 %, 3.59 eV, 345.4 nm
absorption n=3: share 12.55 %, 3.76 eV, 329.7 nm
absorption n=4: share 4.71 %, 3.93 eV, 315.5 nm
absorption n=5: share 1.41 %, 4.10 eV, 302.4 nm
sum of shares n=0 to 5: 99.55 %
ratio P1/P0: 1.5000 (dimensionless)
ratio P2/P1: 0.7500 (dimensionless)
mean phonon number: 1.5000 (dimensionless)
relaxation energy S w: 0.255 eV
mean absorption energy: 3.505 eV
mean emission energy: 2.995 eV
difference of means: 0.510 eV
with absorption factor E: n=0 20.69 %, n=1 32.66 %
with emission photon-rate factor E^3: n=0 28.11 %, n=1 35.89 %
dipole slope eta: 0.05 (dimensionless)
with dipole 1 + eta q: n=0 24.26 %, n=1 34.40 %
excited/ground quantum ratio: 0.95 (dimensionless)
with smaller excited-state quantum: n=0 23.18 %, n=1 34.75 %
Morse anharmonicity: 0.005 (dimensionless)
with Morse excited state: n=0 19.16 %, n=1 27.23 %
thermal occupation of w: 0.00125 (dimensionless)
with thermal population of w: n=0 22.29 %, n=1 33.43 %
matrix quantum: 5.0 meV
matrix Huang-Rhys factor: 1.0 (dimensionless)
matrix thermal occupation: 4.601 (dimensionless)
matrix broadening, standard deviation: 16.0 meV
band area within w/2 of its origin: 100.000 %
sharp part of band, one matrix mode: 12.08 %
sharp part of band, many matrix modes: 0.00371 %
sharp zero-phonon share of total, many modes: 0.00083 %
\end{verbatim}
